**Time reversal, inversion and spin degeneracy on a Rashba lattice**

Time reversal Θ pairs Bloch states at k and −k, while the product PΘ with inversion P forces twofold bands at every k. Energies are in units of the hopping t and wavevectors in 1/a; α is the Rashba coupling, w the interlayer coupling, u a layer potential, m a staggered magnetic term and h a uniform in-plane field term. The program builds Hamiltonians from hopping matrices, diagonalizes them, and asserts that the energies agree with the closed formulas at random wavevectors. It also asserts the spin reversal between k and −k, the Kramers pairing of a clean and a disordered finite lattice, and the expected degeneracies of random two-orbital models with prescribed symmetries. At k = (π/3, π/6) with α = 0.4, the single layer splits by 0.8 t although Θ is a symmetry. Of the 144 Kramers pairs on a 12×12 lattice, 4 lie at a single k and 140 join k to −k. A bilayer with inversion has twofold levels at every k tested; the potential u splits them at the example k, whereas the term m, which preserves PΘ, does not.

## Numerical check

```python
"""
Result under test: time reversal Theta (Theta^2 = -1) pairs Bloch states at k
and -k; it forces a degeneracy at a single k only if k and -k are equivalent.
Inversion P together with Theta forces twofold bands at every k, through the
product P*Theta, which keeps k and squares to -1.

Symbols: t hopping (energy unit), alpha Rashba coupling, w interlayer coupling,
u layer potential, m staggered magnetic term, h uniform in-plane field term.
Wavevectors are in 1/a. hops[R] is the matrix for a hop from r to r+R, and
H(k) = sum_R hops[R] exp(-i k.R). Theta = THETA * complex conjugation.
"""
import numpy as np

rng = np.random.default_rng(7)
I2 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
THETA = -1j * SY
t, alpha, w, u, m, h = 1.0, 0.4, 0.3, 0.2, 0.2, 0.1
k_example = np.array([np.pi / 3, np.pi / 6])
special_points = [np.array([a, b]) for a in (0, np.pi) for b in (0, np.pi)]
random_points = [rng.uniform(-np.pi, np.pi, 2) for _ in range(12)]


def rashba_hops(coupling, field=0.0):
    """Nearest-neighbour hops -t + i(coupling/2)(R x z).sigma."""
    hops = {(0, 0): field * SY}
    for R in [(1, 0), (-1, 0), (0, 1), (0, -1)]:
        hops[R] = -t * I2 + 0.5j * coupling * (R[1] * SX - R[0] * SY)
    return hops


def bilayer_hops(potential=0.0, staggered=0.0):
    """Two layers with opposite Rashba coupling; basis is layer x spin."""
    top, bottom = rashba_hops(alpha), rashba_hops(-alpha)
    hops = {R: np.kron(np.diag([1, 0]), top[R])
            + np.kron(np.diag([0, 1]), bottom[R]) for R in top}
    hops[(0, 0)] = (hops[(0, 0)] + w * np.kron(SX, I2)
                    + potential * np.kron(SZ, I2)
                    + staggered * np.kron(SZ, SZ))
    return hops


def bloch(hops, k):
    return sum(T * np.exp(-1j * np.dot(k, R)) for R, T in hops.items())


def levels(hops, k):
    return np.linalg.eigvalsh(bloch(hops, k))


def band_centre(k):
    return -2 * t * (np.cos(k[0]) + np.cos(k[1]))


def sine_length(k):
    return np.hypot(np.sin(k[0]), np.sin(k[1]))


def torus(hops, L, site_energy=None):
    """Real-space Hamiltonian on an L x L lattice with periodic boundaries."""
    H = np.zeros((2 * L * L, 2 * L * L), dtype=complex)
    for x in range(L):
        for y in range(L):
            start = 2 * (x * L + y)
            for R, T in hops.items():
                end = 2 * (((x + R[0]) % L) * L + (y + R[1]) % L)
                H[end:end + 2, start:start + 2] += T
            if site_energy is not None:
                H[start:start + 2, start:start + 2] += site_energy[x, y] * I2
    return H


def spins(state):
    return np.array([np.vdot(state, S @ state).real for S in (SX, SY, SZ)])


# --- single Rashba layer: energies, spins and partners at random k
single = rashba_hops(alpha)
for k in random_points + [k_example]:
    E, V = np.linalg.eigh(bloch(single, k))
    E_minus, V_minus = np.linalg.eigh(bloch(single, -k))
    split = alpha * sine_length(k)
    assert np.allclose(E, [band_centre(k) - split, band_centre(k) + split],
                       atol=1e-12)
    assert np.allclose(E, E_minus, atol=1e-12)
    direction = np.array([np.sin(k[1]), -np.sin(k[0]), 0]) / sine_length(k)
    for n, sign in enumerate((-1, 1)):
        assert np.allclose(spins(V[:, n]), sign * direction, atol=1e-10)
        assert np.allclose(spins(V_minus[:, n]), -spins(V[:, n]), atol=1e-10)
        partner = THETA @ V[:, n].conj()
        assert abs(abs(np.vdot(V_minus[:, n], partner)) - 1) < 1e-10
    assert np.ptp(levels(rashba_hops(0.0), k)) < 1e-12
for k in special_points:
    assert np.ptp(levels(single, k)) < 1e-12

# --- antiunitary squares; twofold rotation times Theta keeps k but squares to +1
rotation_theta = (-1j * SZ) @ THETA
inversion = np.kron(SX, I2)
inversion_theta = inversion @ np.kron(I2, THETA)
square_theta = (THETA @ THETA.conj())[0, 0].real
square_rotation = (rotation_theta @ rotation_theta.conj())[0, 0].real
square_inversion = (inversion_theta @ inversion_theta.conj())[0, 0].real
assert np.allclose(THETA @ THETA.conj(), -I2)
assert np.allclose(rotation_theta @ rotation_theta.conj(), I2)
assert np.allclose(inversion_theta @ inversion_theta.conj(), -np.eye(4))
for k in random_points:
    H = bloch(single, k)
    assert np.allclose(rotation_theta @ H.conj() @ rotation_theta.conj().T, H)
    H = bloch(bilayer_hops(), k)
    assert np.allclose(inversion_theta @ H.conj() @ inversion_theta.conj().T, H)

# --- whole crystal: every level is paired, but rarely at one k
L = 12
crystal = np.linalg.eigvalsh(torus(single, L))
grid = [2 * np.pi * np.array([i, j]) / L for i in range(L) for j in range(L)]
formula = np.sort([band_centre(k) + s * alpha * sine_length(k)
                   for k in grid for s in (-1, 1)])
assert np.allclose(crystal, formula, atol=1e-10)
crystal_pair_gap = np.max(crystal[1::2] - crystal[::2])
assert crystal_pair_gap < 1e-10
grid_splits = np.array([np.ptp(levels(single, k)) for k in grid])
same_k_pairs = int(np.sum(grid_splits < 1e-10))
assert same_k_pairs == len(special_points)

# --- disorder removes translations, yet Kramers pairs remain
disordered = np.linalg.eigvalsh(torus(single, 6, rng.uniform(-1, 1, (6, 6))))
disorder_pair_gap = np.max(disordered[1::2] - disordered[::2])
disorder_next_gap = np.min(disordered[2::2] - disordered[1:-1:2])
assert disorder_pair_gap < 1e-11 and disorder_next_gap > 1e-7

# --- bilayer with inversion, with layer potential, with staggered magnetism
for k in random_points + special_points + [k_example]:
    e0, r = band_centre(k), alpha * sine_length(k)
    root = np.sqrt(w**2 + r**2)
    assert np.allclose(levels(bilayer_hops(), k),
                       [e0 - root, e0 - root, e0 + root, e0 + root], atol=1e-12)
    biased = np.sort([e0 + a * np.sqrt(w**2 + (u + b * r)**2)
                      for a in (-1, 1) for b in (-1, 1)])
    assert np.allclose(levels(bilayer_hops(potential=u), k), biased, atol=1e-12)
    root = np.sqrt(w**2 + r**2 + m**2)
    assert np.allclose(levels(bilayer_hops(staggered=m), k),
                       [e0 - root, e0 - root, e0 + root, e0 + root], atol=1e-12)

# --- spin of the lower degenerate pair, layer by layer
_, V = np.linalg.eigh(bloch(bilayer_hops(), k_example))
projector = V[:, :2] @ V[:, :2].conj().T
layer_spin = [np.array([np.trace(projector @ np.kron(np.diag(p), S)).real
                        for S in (SX, SY, SZ)]) for p in ([1, 0], [0, 1])]
r = alpha * sine_length(k_example)
assert np.allclose(layer_spin[0], -layer_spin[1], atol=1e-12)
assert abs(np.linalg.norm(layer_spin[0]) - r / np.hypot(w, r)) < 1e-12

# --- uniform in-plane field breaks Theta
magnet = rashba_hops(alpha, field=h)
for k in random_points + [k_example]:
    length = np.hypot(alpha * np.sin(k[1]), h - alpha * np.sin(k[0]))
    assert np.allclose(levels(magnet, k),
                       [band_centre(k) - length, band_centre(k) + length])
field_gamma_split = np.ptp(levels(magnet, np.zeros(2)))
assert abs(field_gamma_split - 2 * h) < 1e-12
assert np.max(abs(levels(magnet, k_example) - levels(magnet, -k_example))) > 0.01

# --- random two-orbital models with prescribed symmetries
raw = {}
for R in [(0, 0), (1, 0), (0, 1), (1, 1), (1, -1)]:
    A = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    if R == (0, 0):
        raw[R] = (A + A.conj().T) / 2
    else:
        raw[R], raw[(-R[0], -R[1])] = A, A.conj().T


def impose(hops, operation):
    """Average the hops with their image under one symmetry operation."""
    result = {}
    for R in hops:
        opposite = hops[(-R[0], -R[1])]
        if operation == "Theta":
            M, source = np.kron(I2, THETA), hops[R].conj()
        elif operation == "P":
            M, source = inversion, opposite
        else:
            M, source = inversion_theta, opposite.conj()
        result[R] = (hops[R] + M @ source @ M.conj().T) / 2
    return result


def pair_split(hops, points):
    return max(np.max(E[1::2] - E[::2]) for E in (levels(hops, k) for k in points))


models = {"none": raw, "Theta": impose(raw, "Theta"), "P": impose(raw, "P"),
          "Theta and P": impose(impose(raw, "Theta"), "P"),
          "only P*Theta": impose(raw, "P*Theta")}
# expected zeros: E(k)=E(-k), twofold at general k, twofold at special k
expected = {"none": (False, False, False), "Theta": (True, False, True),
            "P": (True, False, False), "Theta and P": (True, True, True),
            "only P*Theta": (False, True, True)}
table = {}
for name, hops in models.items():
    asymmetry = max(np.max(abs(levels(hops, k) - levels(hops, -k)))
                    for k in random_points)
    table[name] = (asymmetry, pair_split(hops, random_points),
                   pair_split(hops, special_points))
    for value, zero in zip(table[name], expected[name]):
        assert value < 1e-11 if zero else value > 1e-2


def show(values, digits=4):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print(f"Parameters in t: alpha={alpha} w={w} u={u} m={m} h={h}")
print("Example k (1/a):", show(k_example))
print("Sine length s at k:", show([sine_length(k_example)]))
print("Band centre at k (t):", show([band_centre(k_example)]))
print("Single Rashba layer")
for label, k in (("k", k_example), ("-k", -k_example)):
    E, V = np.linalg.eigh(bloch(single, k))
    print(f" energies at {label} (t):", show(E))
    print(f" lower-band spin x, y at {label}:", show(spins(V[:, 0])[:2]))
print(" splitting at k (t):", show([np.ptp(levels(single, k_example))]))
print(" largest splitting on 12x12 k grid (t):", show([grid_splits.max()]))
for name, k in zip(("Gamma", "(0,pi)", "(pi,0)", "(pi,pi)"), special_points):
    print(f" energies at {name} (t):", show(levels(single, k)))
print("Squares: Theta, C*Theta, P*Theta:",
      show([square_theta, square_rotation, square_inversion], 0))
print("Periodic 12x12 crystal")
print(" states:", len(crystal), " Kramers pairs:", len(crystal) // 2)
print(" pairs at a single k:", same_k_pairs)
print(" pairs joining k and -k:", len(crystal) // 2 - same_k_pairs)
print(f" largest gap inside a pair (t): {crystal_pair_gap:.1e}")
print("Disordered 6x6 crystal, site energies within -1 to 1 t")
print(f" largest gap inside a pair (t): {disorder_pair_gap:.1e}")
print(f" smallest gap between pairs (t): {disorder_next_gap:.1e}")
print("Bilayer energies at k (t)")
print(" with inversion:", show(levels(bilayer_hops(), k_example)))
print(" layer potential u:", show(levels(bilayer_hops(potential=u), k_example)))
print(" staggered term m:", show(levels(bilayer_hops(staggered=m), k_example)))
print("Spin of lower pair with inversion, x and y")
print(" layer 1:", show(layer_spin[0][:2]))
print(" layer 2:", show(layer_spin[1][:2]))
print(" magnitude per layer:", show([np.linalg.norm(layer_spin[0])]))
print("Single layer in uniform field h")
print(" energies at k (t):", show(levels(magnet, k_example)))
print(" energies at -k (t):", show(levels(magnet, -k_example)))
print(" splitting at Gamma (t):", show([field_gamma_split]))
print("Random two-orbital models, largest values (model energy unit):")
print(" symmetry: |E(k)-E(-k)|, pair split general k, special k")
for name, row in table.items():
    print(f" {name}: " + ", ".join(f"{value:.1e}" for value in row))
print("done: every assertion held")
```

Printed output:

```
Parameters in t: alpha=0.4 w=0.3 u=0.2 m=0.2 h=0.1
Example k (1/a): 1.0472  0.5236
Sine length s at k: 1.0000
Band centre at k (t): -2.7321
Single Rashba layer
 energies at k (t): -3.1321  -2.3321
 lower-band spin x, y at k: -0.5000  0.8660
 energies at -k (t): -3.1321  -2.3321
 lower-band spin x, y at -k: 0.5000  -0.8660
 splitting at k (t): 0.8000
 largest splitting on 12x12 k grid (t): 1.1314
 energies at Gamma (t): -4.0000  -4.0000
 energies at (0,pi) (t): -0.0000  0.0000
 energies at (pi,0) (t): -0.0000  0.0000
 energies at (pi,pi) (t): 4.0000  4.0000
Squares: Theta, C*Theta, P*Theta: -1  1  -1
Periodic 12x12 crystal
 states: 288  Kramers pairs: 144
 pairs at a single k: 4
 pairs joining k and -k: 140
 largest gap inside a pair (t): 1.2e-14
Disordered 6x6 crystal, site energies within -1 to 1 t
 largest gap inside a pair (t): 8.9e-15
 smallest gap between pairs (t): 4.1e-02
Bilayer energies at k (t)
 with inversion: -3.2321  -3.2321  -2.2321  -2.2321
 layer potential u: -3.4029  -3.0926  -2.3715  -2.0612
 staggered term m: -3.2706  -3.2706  -2.1935  -2.1935
Spin of lower pair with inversion, x and y
 layer 1: -0.4000  0.6928
 layer 2: 0.4000  -0.6928
 magnitude per layer: 0.8000
Single layer in uniform field h
 energies at k (t): -3.0494  -2.4147
 energies at -k (t): -3.2212  -2.2429
 splitting at Gamma (t): 0.2000
Random two-orbital models, largest values (model energy unit):
 symmetry: |E(k)-E(-k)|, pair split general k, special k
 none: 9.2e+00, 1.2e+01, 1.3e+01
 Theta: 7.1e-15, 7.6e+00, 4.4e-15
 P: 8.9e-15, 8.5e+00, 1.1e+01
 Theta and P: 2.7e-15, 3.8e-15, 1.3e-15
 only P*Theta: 6.6e+00, 5.3e-15, 3.6e-15
done: every assertion held
```
